# Currie's Detection Limit for Paired Signal and Background Counts, part 1

(Sections cited here and not found follow in the second part.)

## 1. The detection limit and the origin of 2.71

In a 500 s X-ray measurement of metal residue on a silicon wafer, the background contributes 200 counts on average. A blank run of equal length is subtracted. If a clean wafer may be declared contaminated in five percent of cases, the normal approximation puts the threshold for the net count at 32.9. (For integer counts this threshold gives 5.2 percent, and a net count of at least 34 would be needed to stay below five.) The mean signal that is missed in five percent of cases is 68.5 counts. This is more than twice the threshold, and the excess over twice the threshold is 2.7 counts. In the normal approximation used below, that excess does not change when the background changes. The factor of two comes from guarding against two kinds of error. The excess comes from the counting noise of the signal itself.

### The counts and the decision

Two runs of equal length are made, one on the sample and one on a blank. Let \(S\) be the mean number of signal counts in the sample run and \(B\) the mean number of background counts in either run. The sample run gives the gross count \(G\), the blank run gives \(N\), and the decision rests on the net count

\[
D=G-N .
\]

All these quantities are dimensionless. Three assumptions are made:

- signal and background events arrive independently at constant mean rates, so their counts follow Poisson distributions;
- the background mean is the same in both runs;
- the two runs are statistically independent.

The gross count is the sum of a signal count with mean \(S\) and a background count with mean \(B\). Its distribution follows by summing over the number \(j\) of signal events:

\[
P(G=g)=\sum_{j=0}^{g}\frac{e^{-S}S^j}{j!}\,\frac{e^{-B}B^{g-j}}{(g-j)!}
=\frac{e^{-(S+B)}}{g!}\sum_{j=0}^{g}\binom{g}{j}S^jB^{g-j}
=\frac{e^{-(S+B)}(S+B)^g}{g!}.
\]

The last step is the binomial theorem. Thus \(G\) is a Poisson count with mean \(S+B\), and \(N\) is a Poisson count with mean \(B\).

The decision rule is to declare a signal when \(D>L_C\), where \(L_C\) is the critical level. Two errors are possible. A false positive is a declaration when \(S=0\), and its allowed probability is \(\alpha\). A miss is a failure to declare when a signal is present, and its allowed probability is \(\beta\). The detection limit \(L_D\) is the value of \(S\) at which the miss probability equals \(\beta\).

The two levels have different uses. The critical level is compared with an observed net count. The detection limit is a mean signal, and it describes what the procedure can find before any particular sample has been measured. An observed \(D\) that lies between \(L_C\) and \(L_D\) is a detection under the rule.

### Mean and variance of the net count

For a Poisson count \(n\) with mean \(\mu\),

\[
E[n]=\sum_{n\ge1}\frac{e^{-\mu}\mu^n}{(n-1)!}=\mu,\qquad
E[n(n-1)]=\sum_{n\ge2}\frac{e^{-\mu}\mu^n}{(n-2)!}=\mu^2 .
\]

Since \(n^2=n(n-1)+n\), the variance is

\[
\operatorname{Var}n=E[n^2]-\mu^2=\mu^2+\mu-\mu^2=\mu .
\]

The means subtract in \(D\), while the variances add because \(G\) and \(N\) are independent:

\[
E[D]=(S+B)-B=S,
\]

\[
\operatorname{Var}D=(S+B)+B=S+2B .
\]

Subtracting the blank removes the mean background but adds the blank's noise. It is convenient to write

\[
\sigma_0^2=2B,\qquad \sigma^2(S)=S+\sigma_0^2 .
\]

Here \(\sigma_0\) is the standard deviation of the net count when no signal is present. In the example \(\sigma_0=\sqrt{400}=20\) counts.

### When a normal distribution may be used

The average of \(e^{iun}\) over a Poisson count with mean \(\mu\) is

\[
\sum_{n\ge0}\frac{e^{-\mu}(\mu e^{iu})^n}{n!}
=\exp[\mu(e^{iu}-1)] .
\]

For the difference of two independent counts the averages multiply, with \(u\) replaced by \(-u\) for the blank. Therefore

\[
\ln E[e^{iuD}]=(S+B)(e^{iu}-1)+B(e^{-iu}-1).
\]

The cumulant \(\kappa_r\) is the coefficient of \((iu)^r/r!\) in this expression:

\[
\kappa_r=S+B+(-1)^rB .
\]

For even \(r\) it equals \(S+2B=\sigma^2\), and for odd \(r\) it equals \(S\). When \(D-S\) is measured in units of \(\sigma\), the cumulants beyond the second become \(\kappa_r/\sigma^r\). Since \(S\le\sigma^2\), they are no larger than \(\sigma^{2-r}\), and for \(r\ge3\) they vanish as \(\sigma\) grows. A distribution with vanishing higher cumulants is normal. The normal approximation is therefore justified when \(\sigma\) is large compared with one count. The second half examines what it costs at smaller counts.

Let \(\Phi\) be the cumulative distribution of a normal variable with zero mean and unit variance. The positive numbers \(k_\alpha\) and \(k_\beta\) are defined by

\[
\Phi(k_\alpha)=1-\alpha,\qquad \Phi(k_\beta)=1-\beta,
\]

with both error rates below one half. For a rate of five percent, \(k=1.6449\). This is a one-sided quantile, because an upward excursion of \(D\) is the one that causes a false declaration.

### The critical level

With \(S=0\), the net count has zero mean and standard deviation \(\sigma_0\). The condition on false positives is

\[
P(D>L_C\,|\,S=0)=1-\Phi\!\left(\frac{L_C}{\sigma_0}\right)=\alpha .
\]

By the definition of \(k_\alpha\), the argument of \(\Phi\) equals \(k_\alpha\), so

\[
L_C=k_\alpha\sigma_0=k_\alpha\sqrt{2B}.
\]

The threshold depends on the noise without signal, since it is fixed by what happens on clean samples. In the example it is \(1.6449\times20=32.9\) counts.

A source with \(S=L_C\) produces net counts centred on the threshold. In the normal approximation half of them fall below it, so such a source is missed half the time. A reliable detection needs a larger mean signal.

### The condition on misses

With a signal present, \(D\) has mean \(S\) and standard deviation \(\sigma(S)\). At the detection limit

\[
P(D\le L_C\,|\,S=L_D)=\Phi\!\left(\frac{L_C-L_D}{\sqrt{L_D+\sigma_0^2}}\right)=\beta .
\]

By symmetry of the normal distribution \(\Phi(-k_\beta)=\beta\). Hence

\[
L_D=L_C+k_\beta\sqrt{L_D+\sigma_0^2}.
\]

The unknown appears on both sides, because a stronger signal carries more noise. To see that there is one solution, consider the margin in units of the standard deviation,

\[
h(S)=\frac{S-L_C}{\sqrt{S+\sigma_0^2}} .
\]

Its derivative is

\[
h'(S)=\frac{(S+\sigma_0^2)-\tfrac12(S-L_C)}{(S+\sigma_0^2)^{3/2}}
=\frac{\tfrac12S+\sigma_0^2+\tfrac12L_C}{(S+\sigma_0^2)^{3/2}}>0 .
\]

The margin is zero at \(S=L_C\), rises steadily, and grows as \(\sqrt S\) for large \(S\). It therefore passes through \(k_\beta\) once. Signals stronger than \(L_D\) are missed less often than \(\beta\), so the word "limit" is justified.

### Solving for the limit

Let \(x=L_D-L_C\), which is positive. Then \(L_D=x+L_C\), and squaring the condition gives

\[
x^2=k_\beta^2(x+L_C+\sigma_0^2),
\]

\[
x^2-k_\beta^2x-k_\beta^2(L_C+\sigma_0^2)=0 .
\]

The quadratic formula gives

\[
x=\frac{k_\beta^2\pm\sqrt{k_\beta^4+4k_\beta^2(L_C+\sigma_0^2)}}{2}.
\]

The product of the two roots is \(-k_\beta^2(L_C+\sigma_0^2)\), which is negative when there is background. The root with the minus sign is therefore negative. It was introduced by squaring and does not satisfy the original condition. Taking \(2k_\beta\) out of the square root leaves

\[
L_D=L_C+\frac{k_\beta^2}{2}
+k_\beta\sqrt{\frac{k_\beta^2}{4}+L_C+\sigma_0^2}.
\]

This holds for unequal error rates. Now set \(k_\alpha=k_\beta=k\), so that \(L_C=k\sigma_0\). The expression under the root becomes a perfect square:

\[
\frac{k^2}{4}+k\sigma_0+\sigma_0^2=\left(\sigma_0+\frac{k}{2}\right)^2 .
\]

Consequently

\[
x=\frac{k^2}{2}+k\left(\sigma_0+\frac{k}{2}\right)=k^2+k\sigma_0,
\]

and adding \(L_C=k\sigma_0\) gives Currie's result,

\[
\boxed{L_D=k^2+2k\sigma_0=k^2+2k\sqrt{2B}} .
\]

For five-percent error rates \(k^2=2.7055\) and \(2\sqrt2\,k=4.6523\), so

\[
L_C=2.33\sqrt B,\qquad L_D=2.71+4.65\sqrt B .
\]

With \(B=200\), \(L_D=2.71+4.65\times14.14=68.5\) counts.

The closed forms were compared with a numerical solution of the miss condition for backgrounds of 0, 0.5, 10, 200 and 5000 counts. The pairs \((\alpha,\beta)\) were (5%, 5%), (1%, 10%) and (10%, 2%). In each case the two values differed by less than \(10^{-6}(1+L_D)\). This confirms the algebra, but it does not test the normal approximation.

### Where the constant comes from

At the detection limit the variance of the net count is

\[
L_D+\sigma_0^2=k^2+2k\sigma_0+\sigma_0^2=(\sigma_0+k)^2 .
\]

The standard deviation has grown from \(\sigma_0\) to \(\sigma_0+k\). The limit is the sum of two margins:

\[
L_D=\underbrace{k\sigma_0}_{\text{against false positives}}
+\underbrace{k(\sigma_0+k)}_{\text{against misses}} .
\]

The constant \(k^2\) is the second factor \(k\) multiplied by the growth \(k\) of the standard deviation. If the signal's own noise were left out, the second margin would also be \(k\sigma_0\), and the constant would be absent.

The growth is independent of \(B\) for the following reason. The signal at the limit is about \(2k\sigma_0\) when the background is large, and it adds that amount to the variance. A small addition \(\delta\) to a variance \(\sigma_0^2\) increases the standard deviation by \(\delta/(2\sigma_0)\). Here this is \(2k\sigma_0/(2\sigma_0)=k\). A larger background makes the detectable signal larger, but it dilutes the effect of the signal's noise in the same proportion.

In the example the standard deviation rises from 20 to \(20+1.64=21.64\) counts. The relative standard deviation of a net count at the detection limit is \(21.64/68.5\), or about 32 percent. In general it is

\[
\frac{\sigma_0+k}{k(2\sigma_0+k)},
\]

which tends to \(1/(2k)\), about 30 percent, for a large background. A signal at the detection limit is reliably seen but poorly measured.

### Limits and related cases

The two terms of \(L_D\) are equal when \(k^2=2k\sqrt{2B}\). Dividing by \(2k\) and squaring gives \(k^2/4=2B\), or

\[
B=\frac{k^2}{8}=0.338 .
\]

Above this background the square-root term is the larger. At \(B=200\) the constant supplies 3.9 percent of the limit. The constant matters most where the background is below a few counts, which is also where the normal approximation is weakest.

For unequal error rates and large \(\sigma_0\), insert \(L_C=k_\alpha\sigma_0\) in the general result and expand the root:

\[
\sqrt{\sigma_0^2+k_\alpha\sigma_0+\frac{k_\beta^2}{4}}
=\sigma_0+\frac{k_\alpha}{2}+O(1/\sigma_0).
\]

This gives

\[
L_D=(k_\alpha+k_\beta)\sigma_0+\frac{k_\beta(k_\alpha+k_\beta)}{2}+O(1/\sigma_0).
\]

The constant has a factor \(k_\beta\) because the signal's noise affects misses and not false positives. With equal rates it returns to \(k^2\).

The blank run may also be longer than the sample run by a factor \(q\). Then \(N\) has mean and variance \(qB\), and the background is estimated by \(N/q\), whose variance is \(qB/q^2=B/q\). The net count \(G-N/q\) has mean \(S\) and variance

\[
S+B+\frac{B}{q},\qquad\text{so that}\qquad \sigma_0^2=B\left(1+\frac1q\right).
\]

The solution above used nothing about \(\sigma_0\) except that the total variance is \(S+\sigma_0^2\). Therefore \(L_D=k^2+2k\sigma_0\) still holds, with the new \(\sigma_0\). Equal runs correspond to \(q=1\). A background known from very long blank runs corresponds to \(q\to\infty\), and then \(L_D=k^2+2k\sqrt B\). For the example this is \(2.71+3.29\times14.14=49.2\) counts instead of 68.5, with the sample run held at 500 s. The gain requires a background that stays constant between the long blank run and the sample run. For \(q>1\) the skewness of the background no longer cancels, since the third cumulant of the net count is \(S+B(1-1/q^2)\). For a known background and large \(B\) it raises both five-percent points of the count by \((k^2-1)/6=0.28\) count. If the threshold is kept at \(k\sigma_0\), false positives are slightly more frequent than nominal and the exact constant tends to 2.42. It returns to \(k^2\) when the threshold is raised so that both error rates are met.

## 2. Integer counts, variable blanks and the choice of counting time

In this half \(G\) and \(N\) are the gross and blank counts of two equal runs, \(D=G-N\), and \(S\) and \(B\) are the mean signal and background counts. The net count has mean \(S\) and variance \(\sigma^2=S+\sigma_0^2\), with \(\sigma_0^2=2B\) for pure counting noise. A signal is declared when \(D>L_C\). For equal error rates with one-sided normal quantile \(k\),

\[
L_C=k\sigma_0,\qquad L_D=k^2+2k\sigma_0 .
\]

For five-percent rates \(k=1.6449\) and \(k^2=2.71\). These results rest on the normal approximation and on a value of \(B\) that is known when the threshold is set.

In the normal approximation with a known background, the detection limit for equal error rates is \(L_D=k^2+2k\sigma_0\), and its constant \(k^2\) comes from the signal's own counting noise. It remains to test this result for integer counts and low backgrounds, to examine thresholds set from observed blanks and backgrounds that vary between runs, and to find the counting time needed for a given areal density.

All numerical values are calculated from the stated model.
